Electronic Thermal Conductivity of an s-Wave Superconductor with Elastic Impurity Scattering

**1. Definitions, conventions and result**

In the algebra ħ = m = e = k_B = 1, and energies are measured from the chemical potential. T is the temperature, f(E) = 1/(e^(E/T) + 1) the Fermi function and f′ its energy derivative. H₀ is the normal-state Hamiltonian of one electron of given spin, including all the disorder. The disorder is static and independent of spin, and H₀ is real. The gap Δ is real and uniform, which is a mean-field assumption: the local change of the gap around each impurity is neglected. V is the volume, σ_n the normal-state electrical conductivity and τ the elastic scattering time. Subscripts s and n denote the superconducting and normal states, compared at the same T and τ.

If σ_n does not vary with energy within a few T and Δ of the Fermi level, the electronic thermal conductivity is

κ_s = (2σ_n/T) ∫_Δ^∞ E² (−f′) dE,  (1)

and its ratio to the normal value depends on y = Δ/T alone:

κ_s/κ_n = R(y) = (6/π²) ∫_y^∞ x² eˣ/(eˣ + 1)² dx.  (2)

The product Δτ may be large or small. Phonon heat, inelastic scattering and magnetic impurities are not included in (1).

**2. Heat current and response formula**

In the basis of an electron and a hole of opposite spin, with Pauli matrices τ₁ and τ₃, the quasiparticle Hamiltonian is

h = H₀τ₃ + Δτ₁.

The many-body Hamiltonian is a sum over independent fermion modes of h, with eigenvalues of both signs. The 2×2 space already accounts for both spins. Position x is the unit matrix in this space and commutes with Δ, so

v = i[h, x] = v₀τ₃, v₀ = i[H₀, x].

The energy dipole is W = ½(hx + xh). Because h commutes with itself, its time derivative is the total heat current

i[h, W] = ½(hv + vh).

To find the response, add the drive gW cos Ωt, which is a field φ = gx cos Ωt coupled to the energy density. In eigenstates of h,

W_mn = ½(E_m + E_n)x_mn, v_mn = i(E_m − E_n)x_mn.

The golden rule with amplitude g/2 gives the rate 2π(g/2)²|W_mn|² δ(E_m − E_n − Ω) for absorption. Subtracting emission turns f_n(1 − f_m) into f_n − f_m. With |x_mn|² = |v_mn|²/Ω², the absorbed power is

P = (πg²/2) Σ_nm [(E_m + E_n)/2]² |v_mn|² [(f_n − f_m)/Ω] δ(E_m − E_n − Ω).

Macroscopically the heat current density is j = −K∇φ, and the mean absorbed power is VKg²/2. Equating the two, with V → ∞ first and Ω → 0 afterwards, gives

K = (π/V) ∫dE E² (−f′) Tr[v δ(E − h) v δ(E − h)].

The link to a temperature gradient follows from equilibrium. In a static φ the energy density is multiplied by 1 + φ. The equilibrium state at uniform T then looks locally like the unperturbed system at temperature T/(1 + φ), so ∇T_local/T = −∇φ, and no heat flows. The current −K∇φ − κ∇T_local must therefore vanish for these gradients, hence κ = K/T.

**3. Exact eigenstates of the disordered metal**

Let H₀φ_n = ξ_nφ_n. Since Δ is uniform, h mixes only the electron and hole components built on the same φ_n. Its eigenvalues are ±E_n, with E_n = √(ξ_n² + Δ²). The positive state is (u_nφ_n, w_nφ_n), where

u_n² = ½(1 + ξ_n/E_n), w_n² = ½(1 − ξ_n/E_n), 2u_nw_n = Δ/E_n.

The velocity element is v_nm = v⁰_nm(u_nu_m − w_nw_m), where v⁰_nm is the element of v₀. On squaring, the direct terms are

u_n²u_m² + w_n²w_m² = ½[1 + ξ_nξ_m/(E_nE_m)],

and the cross term is −2u_nw_nu_mw_m = −Δ²/(2E_nE_m). Therefore

|v_nm|² = |v⁰_nm|² C_nm, C_nm = ½[1 + (ξ_nξ_m − Δ²)/(E_nE_m)].  (3)

This was tested by direct diagonalization of an open 40-site chain with random site energies between −1 and 1 and Δ = 0.6, in units of the hopping. The energies agreed to 2 × 10⁻¹⁵ and the squared velocity elements to 6 × 10⁻¹⁴, with unit site spacing.

**4. Cancellation of the density of states**

Define the normal kernel for one spin,

P(ξ, ξ′) = (π/V) Σ_nm |v⁰_nm|² δ(ξ − ξ_n) δ(ξ′ − ξ_m), σ₁(ξ) = P(ξ, ξ).

In a large metallic sample P is a smooth function. Repeating the absorption argument with an electric field, which couples to x instead of W, removes the factor E² and gives σ_n = 2∫dξ(−f′)σ₁(ξ). For flat σ₁ this is 2σ₁.

For E > Δ let ζ = √(E² − Δ²). Two normal energies, +ζ and −ζ, belong to the same E, and |dξ/dE| = E/ζ, so

δ(E − E_n) = (E/ζ)[δ(ξ_n − ζ) + δ(ξ_n + ζ)].

From (3), two states on the same branch have C = ½[1 + (ζ² − Δ²)/E²] = ζ²/E². For opposite branches C = ½[1 − (ζ² + Δ²)/E²] = 0. Hence

(π/V) Tr[v δ(E − h) v δ(E − h)] = (E/ζ)²(ζ²/E²)[σ₁(ζ) + σ₁(−ζ)] = σ₁(ζ) + σ₁(−ζ).

The large density of states near the gap is cancelled by the small velocity elements. Negative E gives the same value, and for |E| < Δ there are no states. With flat σ₁ the bracket equals σ_n. The two signs of E give the factor 2 in (1).

The gap edge needs care, because E/ζ diverges there. At small Ω let E′ = E + Ω and ζ′ = √(E′² − Δ²). With P constant over the edge region, the four branch combinations add to

2σ₁(EE′ − Δ²)/(ζζ′) ≈ 2σ₁(ε + Ω/2)/√(ε(ε + Ω)), ε = E − Δ ≪ Δ.

The integral over ε from 0 to X is 2σ₁√(X(X + Ω)), which tends to 2σ₁X as Ω → 0. The edge therefore leaves no extra contribution. P may be taken as constant there when √(2ΔΩ) ≪ 1/τ, which is satisfied in the static limit. A test with Ω = 10⁻⁴Δ, T = 0.4Δ, Δτ = 1 and P ∝ 1/[1 + τ²(ξ − ξ′)²] gave 0.62585 for the heat response relative to the static normal one. The static R is also 0.62585.

Flat σ₁ also removes the thermoelectric part of the response. The charge-current element contains u_nu_m + w_nw_m, which is 1 on the same branch, while the heat-current element contains ξ/E. Their product is odd in ξ, so the branches cancel.

For the normal state, integration by parts gives

2∫_0^∞ E²(−f′)dE = 4T²∫_0^∞ x dx/(eˣ + 1) = π²T²/3,

so κ_n = π²σ_nT/3. Dividing (1) by this gives (2). Scattering that depends on angle changes σ_n but not R.

**5. Kinetic reading and its limit**

Let v_F be the Fermi velocity and N₀ the density of states per spin. A quasiparticle has group velocity dE/dp = v_Fξ/E. Its elastic decay rate is the normal rate 1/τ times the density-of-states factor E/|ξ| and the coherence factor ξ²/E², that is, |ξ|/(Eτ). The mean free path is therefore still v_Fτ. For isotropic scattering the kinetic equation gives

κ_s = (2N₀/T) ∫dξ E²(−f′) (v_F²ξ²/3E²)(τE/|ξ|)
 = (2N₀v_F²τ/3T) · 2∫_Δ^∞ E²(−f′)dE,

where |ξ|d|ξ| = E dE was used. Since σ_n = 2N₀v_F²τ/3, this is (1).

This argument treats ξ as sharp, although scattering broadens it by about 1/τ. It is not justified near the gap when 1/τ is comparable with Δ. The derivation of Sections 3 and 4 does not make that assumption.

**6. Independent derivation for short-range impurities**

Let γ = 1/(2τ). The averaged Green function in the self-consistent Born approximation is

G = (E − ξτ₃ − Δτ₁ − Σ)⁻¹, Σ = (γ/π)∫dξ τ₃Gτ₃.

Try a solution in which E and Δ are multiplied by the same factor η:

G = (ηE + ξτ₃ + ηΔτ₁)/(z² − ξ²), z = ηζ, Im z > 0.

The term odd in ξ integrates to zero, and ∫dξ/(z² − ξ²) = −iπ/z. Hence

Σ = −iγη(E − Δτ₁)/z = −iγ(E − Δτ₁)/ζ.

Both matrix components of the definition of G then give the same equation,

η = 1 + iγ/ζ, z = ζ + iγ,

so the trial form is consistent.

Take E > 0; negative E follows by symmetry. Below the gap ζ = i√(Δ² − E²), so η and z² are real. G is Hermitian and the spectral matrix A = −(G − G†)/(2πi) vanishes. Above the gap the trace needed is Tr[τ₃Aτ₃A]. Its GG part is

2∫dξ (z² + ξ²)/(z² − ξ²)² = 2[ξ/(z² − ξ²)] between −∞ and ∞ = 0,

and likewise for G†G†. Since |η|²(E² − Δ²) = |z|², each mixed part is

2∫dξ (|z|² + ξ²)/|z² − ξ²|² = ∫dξ [1/|ξ − z|² + 1/|ξ + z|²] = 2π/γ.

With the prefactor −1/(4π²) and two mixed terms of negative sign,

∫dξ Tr[τ₃Aτ₃A] = 1/(πγ) = 2τ/π.

Short-range scattering makes all outgoing directions equally likely, so ladder corrections to the velocity average to zero. Inserting N₀v_F²/3 for the sum over directions again gives (1), now for any Δτ.

The matrix equation was also iterated with numerical integration over ξ, without using the solution above. For γ/Δ = 0.20 and 3.38 the kernel divided by 2τ/π was 0.00000 at E/Δ = 0.5 and 0.9, and 1.00000 at 1.3 and 3.0.

Magnetic scattering, with rate parameter γ_m, adds (γ_m/π)∫dξ G to Σ, without the τ₃ factors. The energy term then contains γ + γ_m but the gap term γ − γ_m, so a common η no longer solves the equations. For γ = Δ, γ_m = 0.1Δ and E = 0.8Δ the kernel is 0.40 of its normal value at the same total rate. Heat is then carried below Δ, and (1) fails.

**7. Formulas for implementation**

Write f(x) = 1/(eˣ + 1) for the dimensionless argument x = E/T. Integrating (2) by parts twice gives

∫_y^∞ x²(−f′)dx = y²f(y) + 2∫_y^∞ x f dx,
∫_y^∞ x f dx = y ln(1 + e^(−y)) + ∫_y^∞ ln(1 + e^(−x))dx.

Expanding the last logarithm in powers of e^(−x) and integrating gives −Li₂(−e^(−y)), where Li₂(q) = Σ_k qᵏ/k², k ≥ 1. Thus

R(y) = (6/π²)[y²f(y) + 2y ln(1 + e^(−y)) − 2Li₂(−e^(−y))].

At low temperature −f′ ≈ e^(−x), and

R ≈ (6/π²)(y² + 2y + 2)e^(−y), y ≫ 1.

At small y, −f′ ≈ 1/4 over the missing interval 0 < x < y, so 1 − R ≈ (6/π²)(y³/12) = y³/(2π²).

The gap must be supplied. In weak coupling with a flat density of states, the mean-field condition is that ∫dξ tanh(E/2T)/E, cut off at high energy, has the same value at every T ≤ T_c. Nonmagnetic disorder does not alter it, because it needs only the energies ξ_n. Using

tanh(E/2T)/(2E) = T Σ_n 1/(ω_n² + E²), ω_n = (2n + 1)πT,

integrating over ξ and subtracting the condition at T_c gives

ln(T_c/T) = 2πT Σ_{n≥0} [1/ω_n − 1/√(ω_n² + Δ²)].

As T → 0, cut the sums at a large frequency Λ. They become ln(2e^CΛ/πT) and ln(2Λ/Δ), where C is Euler's constant, so Δ(0) = πe^(−C)T_c = 1.764T_c. Near T_c, expansion in Δ² and Σ_{n≥0}(2n + 1)⁻³ = 7ζ(3)/8, with ζ(3) the Riemann zeta value, give

y² ≈ [8π²/(7ζ(3))](1 − T/T_c),
1 − R ≈ 1.456(1 − T/T_c)^(3/2).

The ratio therefore leaves 1 with zero slope at T_c.

**8. Worked example: a superconducting heat switch**

The model is the electronic link of a heat switch in a sub-kelvin refrigerator. Round parameters are used: Fermi energy 10 eV, free-electron mass, T_c = 1.2 K, mean free path l = 1000 nm and wire diameter d = 10⁶ nm (1 mm). With v_F = 1.876 × 10⁶ m/s,

τ = l/v_F = 5.33 × 10⁻¹³ s.

With electron density n, σ_n = ne²τ/m = 2.158 × 10⁹ S/m. The gap at zero temperature is 1.824 × 10⁻⁴ eV, and ħ/(τΔ(0)) = 6.8. The kinetic picture alone would thus not justify the formula here.

At 0.3 K, y = 7.050 and R = 0.03468. In ordinary units κ_n = (π²/3)(k_B/e)²σ_nT = 15.81 W/(m K), so

κ_s = 0.03468 × 15.81 = 0.548 W/(m K).

At 0.2 K, R has fallen to 0.00208 and κ_s to 0.0220 W/(m K). At 1.1 K, R = 0.964. The expansion near T_c predicts 1 − R = 0.035 there, against the full value 0.036.

Phonons carry heat in parallel. For three branches of sound speed c = 4000 m/s and diffuse walls, taking the phonon free path as d,

κ_ph = C_ph c d/3, C_ph = (2π²/5)k_B(k_BT/ħc)³.

This gives 0.069 W/(m K) at 0.3 K and 0.0204 W/(m K) at 0.2 K. Scattering of phonons by quasiparticles is left out. At 0.2 K very few quasiparticles are present and this is a good approximation; at 0.3 K it makes κ_ph somewhat too large. Phonons overtake κ_s below 0.198 K in this model. The switching ratio, with phonons omitted from the normal state, is

κ_n/(κ_s + κ_ph) = 10.54/(0.02195 + 0.02039) = 249 at 0.2 K,

and 25.6 at 0.3 K. Electrons alone would give 1/R = 480 at 0.2 K. Well below the crossover (under about 0.12 K here) the ratio grows as T⁻², since κ_n ∝ T and κ_ph ∝ T³. This holds while the phonon free path stays equal to d; dislocations or specular walls in a real wire change it.

The other neglected effects can be sized as follows. For a normal electron at the Fermi level, phonon absorption and emission each contribute 2π∫dω α²F(ω)/sinh(ω/T) to the decay rate. Here α²F = λ(ω/ω_D)² is the coupling spectrum, with assumed values λ = 0.4 and ω_D = 0.035 eV. At T_c the total of the two, times τ, is 1.55 × 10⁻⁵, so elastic scattering dominates. The parameters 1/(k_Fl) = 6 × 10⁻⁵, with k_F the Fermi wave number, and k_BT_c/E_F = 1 × 10⁻⁵ indicate small interference corrections and weak energy dependence of σ_n. The gap matters more: making it 1% larger at 0.3 K lowers κ_s by 5.2%.

These parameters are meant as rough values for a metallic switch driven normal by a magnetic field. Purer metal has a longer l; at fixed T and gap this raises κ_n and κ_s in proportion and leaves R unchanged. A real switch can break the uniform-gap assumption through trapped flux. If normal filaments run the full length of the link and fill a fraction p of its cross-section, they add about pκ_n, provided they are much wider than both l and the length √(ħD/2πk_BT), D = v_Fl/3, over which pair correlations leak in from the walls. Here that length is about 2000 nm at 0.2 K, larger than l. Narrower filaments can add less: the induced pairing reduces their heat conduction, and for widths below l Andreev reflection at the walls turns an electron into a hole that retraces the path and carries the heat back. For wide filaments at 0.2 K, p = 0.2% nearly doubles the electronic leak, since R is 0.208% there. Contact resistance and any change of κ_n by the switching field must be added separately. The numerical output lists κ_n and κ_s at the other temperatures. For the electron-phonon coupling assumed above, its phonon values from 0.6 K upward are large overestimates, because quasiparticles then limit the phonon path to much less than d.

Calculated quantities

```
Fermi energy: 10.0 eV
critical temperature: 1.20 K
mean free path: 1000 nm
wire diameter: 1.0e+06 nm
sound speed: 4000 m/s
Debye energy: 0.035 eV; e-ph coupling: 0.4
Fermi velocity: 1.8755e+06 m/s
elastic time tau: 5.3318e-13 s
normal conductivity: 2.1577e+09 S/m
zero-temperature gap: 1.8240e-04 eV
gap(0)/(k_B T_c): 1.7639
clean coherence length hbar v_F/(pi gap): 2154 nm
hbar/(tau gap(0)): 6.768
T = 0.2 K: gap 1.8240e-04 eV, y 10.5831, R 2.0823e-03
  kappa_n 10.54, kappa_s 0.02195, phonon 0.02039 W/(m K)
T = 0.3 K: gap 1.8225e-04 eV, y 7.0498, R 3.4677e-02
  kappa_n 15.81, kappa_s 0.5484, phonon 0.0688 W/(m K)
T = 0.6 K: gap 1.7453e-04 eV, y 3.3757, R 4.0828e-01
  kappa_n 31.63, kappa_s 12.91, phonon 0.5504 W/(m K)
T = 0.9 K: gap 1.4153e-04 eV, y 1.8248, R 8.0145e-01
  kappa_n 47.44, kappa_s 38.02, phonon 1.858 W/(m K)
T = 1.1 K: gap 8.8281e-05 eV, y 0.9313, R 9.6390e-01
  kappa_n 57.99, kappa_s 55.89, phonon 3.392 W/(m K)
phonons overtake kappa_s below: 0.1978 K
switching ratio kappa_n/(kappa_s+phonon) at 0.2 K: 249.0
switching ratio kappa_n/(kappa_s+phonon) at 0.3 K: 25.6
inelastic rate times tau at T_c: 1.55e-05
kappa_s change for 1% larger gap, 0.3 K: -5.19 %
1/(k_F l): 6.17e-05
k_B T_c/E_F: 1.03e-05
chain test, largest energy error: 2.2e-15 hopping
chain test, largest element error: 5.9e-14
low-frequency ratio, k_B T = 0.4 gap: 0.62585
static R at the same temperature: 0.62585
Green kernel/(2 tau/pi), gamma/gap 0.20, E/gap 0.5: 0.00000
Green kernel/(2 tau/pi), gamma/gap 0.20, E/gap 0.9: 0.00000
Green kernel/(2 tau/pi), gamma/gap 0.20, E/gap 1.3: 1.00000
Green kernel/(2 tau/pi), gamma/gap 0.20, E/gap 3.0: 1.00000
Green kernel/(2 tau/pi), gamma/gap 3.38, E/gap 0.5: 0.00000
Green kernel/(2 tau/pi), gamma/gap 3.38, E/gap 0.9: 0.00000
Green kernel/(2 tau/pi), gamma/gap 3.38, E/gap 1.3: 1.00000
Green kernel/(2 tau/pi), gamma/gap 3.38, E/gap 3.0: 1.00000
same with magnetic part 0.1, scalar 1.0, E/gap 0.8: 0.3955
(1-R)/(1-T/T_c)^1.5 near T_c: 1.4563 (numerical)
same from the expansion: 1.4562
```
